\section*{Nottingham Heat and the Inversion Temperature of Field Emission, part 2}

Electrons tunnel from a metal at temperature $T$ into vacuum, and each is replaced through the circuit. The mean energy $\langle\varepsilon\rangle$ removed per emitted electron is negative when emission heats the metal and positive when it cools it (the Nottingham effect). It vanishes at the inversion temperature $T_{\rm inv}$. The task now is to find this temperature for real barriers.

The metal has free electrons of mass $m$ and a flat surface. Energies, in eV, are counted from the chemical potential $\mu$: $\varepsilon$ is total energy, $W$ is the energy of motion normal to the surface, and the band bottom lies at $-E_F$. The elementary charge is $e>0$, $k$ is Boltzmann's constant, and $h=2\pi\hbar$. Replacement electrons are assumed for now to arrive at $\mu$.

For a transmission $D(W)$ the emitted energy distribution is $f(\varepsilon)P(\varepsilon)$, with $f(\varepsilon)=1/(1+e^{\varepsilon/kT})$ and $P(\varepsilon)=\int^\varepsilon D\,dW$. The linear model takes $D=e^{-G_0+W/d}$, which defines $G_0$ and the energy scale $d$. With $p=kT/d$ and $0<p<1$, it gives
\begin{equation}
\langle\varepsilon\rangle=-\pi kT\cot\pi p,\qquad
J=J_0\frac{\pi p}{\sin\pi p},\qquad kT_{\rm inv}=\frac d2 .
\label{eq:carried}
\end{equation}
Here $J$ is the magnitude of the current density. At zero temperature
\begin{equation}
\langle\varepsilon\rangle_{T=0}=-d,\qquad
J_0=\frac{4\pi me}{h^3}\,d^2e^{-G_0}.
\label{eq:zeroT}
\end{equation}
The heat removed per unit area and time is
\begin{equation}
q=\frac Je\,\langle\varepsilon\rangle .
\label{eq:q}
\end{equation}

In the linear model the transverse kinetic energy has mean $d$, independently of $\varepsilon$. At inversion the energy distribution is symmetric about $\varepsilon=0$, so its odd moments vanish; also $\langle\varepsilon^2\rangle=\pi^2(kT)^2$ and, at fixed $d$, $d\langle\varepsilon\rangle/d(kT)=\pi^2/2$. With the barrier top at an energy $E_b$ above $\mu$, the model requires
\begin{equation}
E_b\gg\frac{kT}{1-p},
\label{eq:validity}
\end{equation}
which at inversion reads $E_b\gg d$.

\subsection{First barrier: a triangle}

Let $\phi$ be the work function and $F$ the force on the electron outside the metal. In eV/nm, $F$ has the same numerical value as the field in V/nm. Without image force the potential energy outside is $\phi-Fx$. An electron of normal energy $W$ sees a barrier of height $H=\phi-W$. In the semiclassical approximation $D=e^{-G(H)}$ with
\begin{equation}
G(H)=\frac{2\sqrt{2m}}{\hbar}\int_0^{H/F}\!\sqrt{H-Fx}\,dx
=\frac{4\sqrt{2m}}{3\hbar F}H^{3/2}.
\end{equation}
Expand about $W=0$. Each derivative with respect to $W$ is minus one with respect to $H$, so
\begin{equation}
\ln D=-G(\phi)+G'(\phi)W-\tfrac12G''(\phi)W^2+\dots
\end{equation}
Therefore
\begin{equation}
G_0=G(\phi),\qquad \frac1d=G'(\phi),\qquad c\equiv G''(\phi),
\label{eq:dc}
\end{equation}
where $c$ measures the curvature that the linear model omits. For the triangle
\begin{equation}
\frac1d=\frac{2\sqrt{2m\phi}}{\hbar F},\qquad c=\frac{1}{2\phi d}.
\label{eq:tri}
\end{equation}
In the linear model, the inversion temperature of this barrier is proportional to the field and to $\phi^{-1/2}$.

Take a tungsten-like emitter with the rough values $\phi=4.5$~eV and $F=5$~eV/nm. With $2m/\hbar^2=26.25$~eV$^{-1}$nm$^{-2}$,
\begin{equation}
d=\frac{5}{2\sqrt{26.25\times4.5}}\ \text{eV}=0.230\ \text{eV},
\end{equation}
and $d/2k$ is 1335~K.

\subsection{Second barrier: the image force}

The image attraction adds $-A/x$ with $A=e^2/(16\pi\varepsilon_0)=0.360$~eV\,nm. The top of the barrier lies where $F=A/x^2$, at the energy
\begin{equation}
E_b=\phi-2\sqrt{AF}=4.5-2\sqrt{1.8}=1.82\ \text{eV}.
\end{equation}
The exponent is now
\begin{equation}
G(H)=\frac{2\sqrt{2m}}{\hbar}\int_{x_1}^{x_2}\!\sqrt{H-Fx-\frac Ax}\;dx .
\end{equation}
The turning points are the roots of $Fx^2-Hx+A=0$:
\begin{equation}
x_{1,2}=\frac{H\mp s}{2F},\qquad s=\sqrt{H^2-4AF}.
\end{equation}
The integrand vanishes at both ends, so their motion does not contribute to the first derivative:
\begin{equation}
G'(H)=\frac{\sqrt{2m}}{\hbar}\int_{x_1}^{x_2}\frac{dx}{\sqrt{F(x-x_1)(x_2-x)/x}} .
\end{equation}
The substitution
\begin{equation}
x(\theta)=\frac{H-s\cos\theta}{2F},\qquad 0\le\theta\le\pi ,
\end{equation}
gives $(x-x_1)(x_2-x)=(s/2F)^2\sin^2\theta$ and $dx=(s/2F)\sin\theta\,d\theta$. The singular factors cancel:
\begin{equation}
\frac1d=\frac1\hbar\sqrt{\frac{2m}{F}}\int_0^\pi\!\sqrt{x(\theta)}\,d\theta,\qquad H=\phi .
\label{eq:dimage}
\end{equation}
When $A\to0$, $s\to H$ and $\sqrt x=\sqrt{H/F}\,\sin(\theta/2)$. The integral becomes $2\sqrt{H/F}$, which restores \eqref{eq:tri}.

At given $\phi$ and $F$ the image force makes the semiclassical $d$ smaller. Pair the angles $\theta$ and $\pi-\theta$: the sum $\sqrt{H-s\cos\theta}+\sqrt{H+s\cos\theta}$ grows when $s$ shrinks, because the square root is concave. The image force reduces $s$, so it increases $1/d$. Numerical integration of \eqref{eq:dimage} gives $d=0.2178$~eV, against 0.230~eV for the triangle, and the exponent is $G_0=7.58$. Hence
\begin{equation}
kT_{\rm inv}=0.1089\ \text{eV},\qquad T_{\rm inv}=1264\ \text{K}.
\end{equation}
The condition $E_b\gg d$ is met with $E_b/d=8.3$.

\subsection{Curvature of the exponent}

The curvature follows by differentiating $G'(H)$ at fixed $\theta$. With $ds/dH=H/s$,
\begin{equation}
c=\frac1\hbar\sqrt{\frac{2m}{F}}\int_0^\pi
\frac{1-(H/s)\cos\theta}{4F\sqrt{x(\theta)}}\,d\theta ,\qquad H=\phi .
\end{equation}
To first order in $c$,
\begin{equation}
D=e^{-G_0}e^{W/d}\left(1-\tfrac12cW^2\right).
\end{equation}
Two integrations by parts give
\begin{equation}
\int_{-\infty}^{\varepsilon}W^2e^{W/d}\,dW=d\,e^{\varepsilon/d}\left(\varepsilon^2-2d\varepsilon+2d^2\right),
\end{equation}
and therefore
\begin{equation}
P(\varepsilon)=d\,e^{-G_0}e^{\varepsilon/d}\left[1-\tfrac12c\left(\varepsilon^2-2d\varepsilon+2d^2\right)\right].
\label{eq:Pcurv}
\end{equation}
At $kT=d/2$ the unperturbed mean is zero, so the change of normalization has no first-order effect. The odd moments vanish as well, which leaves the middle term:
\begin{equation}
\delta\langle\varepsilon\rangle=cd\,\langle\varepsilon^2\rangle
=cd\,\pi^2\left(\frac d2\right)^2=\frac{\pi^2cd^3}{4}.
\end{equation}
A shift $\delta(kT)$ changes the mean by $(\pi^2/2)\,\delta(kT)$. The sum must vanish, so $\delta(kT)=-cd^3/2$ and
\begin{equation}
kT_{\rm inv}=\frac d2\left(1-cd^2\right)+O(c^2).
\label{eq:curvlaw}
\end{equation}

The cause is the transverse energy. An electron of total energy $\varepsilon$ has, on average, normal energy $\varepsilon-d$. It therefore samples the exponent lower down, where the slope is steeper by $cd$. Equation \eqref{eq:Pcurv} shows this: apart from a constant and an even term, $\ln P$ has the slope $1/d+cd$. The effective energy scale is $d(1-cd^2)$, and half of it is the new inversion point. The even term does not shift the mean of a symmetric distribution.

For the image barrier $c=0.436$~eV$^{-2}$ and $cd^2=0.0207$. The inversion moves from 1264~K to 1238~K. The remainder $O(c^2)$ refers to a purely quadratic exponent; the cubic term of $G$ and saturation at the barrier top add separate corrections, each of one or two kelvin here.

The same perturbation can be applied at $T=0$, where the weight is $e^{\varepsilon/d}$ on $\varepsilon<0$. There $\langle\varepsilon\rangle=-d$, $\langle\varepsilon^2\rangle=2d^2$ and $\langle\varepsilon^3\rangle=-6d^3$. Let $B=\varepsilon^2-2d\varepsilon+2d^2$. Then
\begin{align}
\langle\varepsilon B\rangle&=(-6-4-2)d^3=-12d^3,\\
\langle\varepsilon\rangle\langle B\rangle&=-d\,(2+2+2)d^2=-6d^3,\\
\delta\langle\varepsilon\rangle&=-\tfrac12c\left(-12+6\right)d^3=3cd^3 .
\end{align}
To first order in $c$ the heating per electron is thus reduced by the fraction $3cd^2$, about 6\% here, or 0.014~eV. Higher orders lower this to about 0.012~eV.

\subsection{The full barrier}

To go beyond the expansion, use $D=1/(1+e^{G})$, which tends to $e^{-G}$ deep in the barrier and equals one half at its top. The substitution used above turns the exponent into
\begin{equation}
G=\frac{2\sqrt{2mF}}{\hbar}\left(\frac{s}{2F}\right)^2\int_0^\pi\frac{\sin^2\theta}{\sqrt{x(\theta)}}\,d\theta .
\end{equation}
Above the top, $s^2<0$. Contributions from $\theta$ and $\pi-\theta$ are then complex conjugates, so the integral is real and $G$ continues to negative values. Integrating $P$ and the mean energy numerically with this transmission gives the last column below. Field and work function are held fixed.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $p$ & linear $\langle\varepsilon\rangle$ (eV) & full $\langle\varepsilon\rangle$ (eV)\\
300 & 0.119 & $-0.208$ & $-0.196$\\
900 & 0.356 & $-0.118$ & $-0.106$\\
1264 & 0.500 & $0.000$ & $+0.009$\\
1500 & 0.593 & $+0.123$ & $+0.117$
\end{tabular}
\end{center}

The full barrier inverts at 1242~K, close to the 1238~K of \eqref{eq:curvlaw}. At 300~K it gives 0.012~eV less heating than the linear law, similar to the zero-temperature estimate. At 1500~K the order is reversed, and the full barrier cools less. Curvature and saturation at the top both weaken the upper tail; with $D=e^{-G}$ alone the mean at 1500~K is $+0.121$~eV, so saturation supplies the larger part of the drop from $+0.123$ to $+0.117$~eV.

\subsection{Wave matching at the surface}

The semiclassical exponential omits reflection where the electron enters the barrier. For the triangle this can be estimated. Let $k_0$ be the wave number inside the metal and $\kappa$ the decay constant just outside. Matching a wave of unit amplitude, and its reflection, to a decaying wave gives $|\psi(0)|^2=4k_0^2/(k_0^2+\kappa^2)$. Semiclassical continuation through the barrier gives the outgoing flux $(\hbar\kappa/m)|\psi(0)|^2e^{-G}$. Division by the incident flux $\hbar k_0/m$ yields
\begin{equation}
D\simeq\frac{4k_0\kappa}{k_0^2+\kappa^2}e^{-G}
=\frac{4\sqrt{EH}}{E+H}\,e^{-G},\qquad E=E_F+W .
\end{equation}
The sum $E+H=E_F+\phi$ does not depend on $W$. At $W=0$ the prefactor adds to the slope of $\ln D$ the amount
\begin{equation}
\frac{1}{2E_F}-\frac1{2\phi}=\frac1{16}-\frac19=-0.049\ \text{eV}^{-1},
\end{equation}
where $E_F=8$~eV is a free-electron stand-in. Relative to $1/d$ this is $-0.049\times0.230=-1.1\%$, so the inversion temperature should rise by about 1.1\%.

The triangular barrier can also be solved with Airy functions: the outgoing combination $\mathrm{Bi}+i\,\mathrm{Ai}$ is matched to plane waves at the surface. Numerical energy averages give an inversion at 1319~K with this wave solution and 1305~K with $e^{-G}$. The difference agrees with the estimate. For the image barrier the wave correction depends on how the potential joins the metal, and it is much larger, because near the inner turning point the potential changes over less than a wavelength. If the image potential is cut off at the band bottom and the Schr\"odinger equation is integrated numerically, the inversion lies near 1310~K for $E_F$ between 6 and 10~eV. This is about 70~K above the semiclassical 1242~K, and it outweighs the curvature shift with the opposite sign. The last column of the table is therefore a semiclassical result, not an exact one.

\subsection{Replacement electrons that carry heat}

So far the replacement arrived at $\mu$. In a metal with thermopower $S$, a current carries the Peltier heat $ST$ per unit positive charge. An arriving electron has charge $-e$ and brings the heat $-eST$. The net energy removed per electron is therefore $\langle\varepsilon\rangle+eST$, and it vanishes when
\begin{equation}
\cot\pi p=\frac{eS}{\pi k}.
\label{eq:thermo}
\end{equation}
For $S=0$ this gives $p=1/2$. A positive $S$ lowers the inversion temperature and a negative one raises it. For small $S$, $\cot\pi p\simeq\pi(\tfrac12-p)$, so $p\simeq\tfrac12-eS/(\pi^2k)$.

The free-electron model itself has a negative $S$, of order $-4$ to $-12~\mu$V/K near 1250~K for $E_F=8$~eV, which would raise the inversion. A positive value comes from the real band structure and is put in by hand. With the rough high-temperature value $S=20~\mu$V/K for tungsten, $eS/k=0.232$ and $p=0.4765$. The linear inversion falls from 1264~K to 1204~K, a larger shift than that of curvature. If the two relative shifts are compounded, the semiclassical estimate becomes $1242\times0.953\simeq1180$~K; the wave correction of the image barrier, which acts upwards, is not included in this number.

\subsection{Currents, heat and the real emitter}

At 300~K the linear model gives $J=4.01\times10^5$~A/cm$^2$. The heat flux is
\begin{equation}
q=4.01\times10^5\times(-0.2076)\ \text{W/cm}^2=-8.3\times10^4\ \text{W/cm}^2 ,
\end{equation}
where the minus sign means heating. At inversion the current is $6.15\times10^5$~A/cm$^2$, larger than $J_0$ by the factor $\pi/2$, yet $q=0$. At 1500~K the linear flux is $+9.4\times10^4$~W/cm$^2$. The full semiclassical barrier makes the fluxes at 300~K and 1500~K about 10\% smaller in magnitude.

Joule heat in a wire of uniform cross-section, length $L$ and resistivity $\rho$ is $J^2\rho L$ per unit area. It equals the surface heating when $L=|\langle\varepsilon\rangle|/(eJ\rho)$. For $\rho=5~\mu\Omega$\,cm, a rough cold value,
\begin{equation}
L=\frac{0.2076\ \text{V}}{(4.01\times10^9\ \text{A/m}^2)(5\times10^{-8}\ \Omega\,\text{m})}=1.0\ \text{mm}.
\end{equation}
For a cold wire much shorter than this, at this current density, surface heating exceeds Joule heating. The wire must also be able to stay cold. With a thermal conductivity of about 170~W/(m\,K) and the far end held at 300~K, the surface heat alone would warm the emitting end by roughly 50~K for a length of 10~$\mu$m. In steady operation the cold values therefore apply only to wires of about this length or shorter; the length of 1.0~mm compares two heat sources and does not describe a wire that remains at 300~K. The comparison fails near inversion, where the surface term vanishes and the Joule term does not.

A clean tungsten tip works at local fields of several V/nm (5~V/nm is 50~MV/cm) and has a work function near 4.5~eV, so the field and work function of the example are realistic. Whether a tip keeps its shape, and hence its local field, at the inversion temperature is a separate question. Real tips break the assumption of one uniform surface. At 5~V/nm, the linear inversion is 1301~K for a facet with $\phi=4.2$~eV and 1229~K for one with 4.8~eV. The local field matters more. At $\phi=4.5$~eV the linear inversion is 771~K at 3~V/nm and 1746~K at 7~V/nm, about 240~K per V/nm, so a 10\% error in a field of 5~V/nm moves it by some 120~K. At 7~V/nm the barrier top is only about $4.4\,d$ above $\mu$, so the condition $E_b\gg d$ is less well met: there \eqref{eq:curvlaw} gives 1698~K while the full semiclassical barrier gives 1741~K. The current density at inversion is then about $3\times10^7$~A/cm$^2$, where space charge and self-heating, both neglected here, become important. Tungsten's bands are also not those of free electrons; that effect was not sized. The value 1264~K is thus a property of the stated model. The corrections sized above already spread it from about 1180~K to 1310~K, and heat-exchange measurements on tungsten emitters have placed the inversion well below the free-electron value, so it is only a rough guide even for a tip whose local field is known.

All numerical values are calculated from the stated model.
